# Variational Bound and Slope of the Imaginary-Time Projected Energy

## Result

Let $H$ be a time-independent, self-adjoint Hamiltonian, bounded below, with lowest energy $E_0$. Let $|T\rangle$ be a normalized trial state and $\beta\ge 0$ a projection length with the dimension of inverse energy. Define

$$Z(\beta)=\langle T|e^{-\beta H}|T\rangle,\qquad E(\beta)=\frac{\langle T|He^{-\beta H}|T\rangle}{Z(\beta)},\qquad |\phi\rangle=e^{-\beta H/2}|T\rangle .$$

The state $|\phi\rangle$, which depends on $\beta$, is the half-projected state. Then

$$E(\beta)\ge E_0,\qquad \frac{dE}{d\beta}=-\mathrm{Var}_\phi(H)\le 0, \tag{1}$$

where

$$\mathrm{Var}_\phi(H)=\frac{\langle\phi|H^2|\phi\rangle}{\langle\phi|\phi\rangle}-\left(\frac{\langle\phi|H|\phi\rangle}{\langle\phi|\phi\rangle}\right)^2 .$$

The projected energy therefore approaches its limit from above and never rises on the way. The proofs of both statements use the same trial state on the two sides; with different states they can fail.

For $\beta>0$ no further assumption is needed. At $\beta=0$, the energy requires a finite $\langle T|H|T\rangle$, and the slope, taken from the right, requires a finite norm of $H|T\rangle$. In a finite basis both conditions hold.

## The estimator is an ordinary expectation value

In the definition of $E(\beta)$, $H$ stands next to the trial state, at the end of the projection. The expression $\langle T|He^{-\beta H}|T\rangle$ then looks like a matrix element between two different states, $|T\rangle$ and $e^{-\beta H}|T\rangle$. A matrix element of that kind has no variational property in general.

Here, however, the propagator can be divided into two equal factors. Since $H$ commutes with any function of itself,

$$He^{-\beta H}=He^{-\beta H/2}e^{-\beta H/2}=e^{-\beta H/2}He^{-\beta H/2}.$$

The operator $e^{-\beta H/2}$ is Hermitian, so $\langle T|e^{-\beta H/2}=\langle\phi|$. Hence

$$\langle T|He^{-\beta H}|T\rangle=\langle\phi|H|\phi\rangle,\qquad Z(\beta)=\langle\phi|\phi\rangle,$$

and

$$E(\beta)=\frac{\langle\phi|H|\phi\rangle}{\langle\phi|\phi\rangle}. \tag{2}$$

The denominator is positive, because $e^{-\beta H/2}$ sends no nonzero state to zero. Equation (2) is the energy expectation value of an actual state, and $\langle\phi|H|\phi\rangle\ge E_0\langle\phi|\phi\rangle$ by the definition of $E_0$. This proves the bound.

It also identifies the state whose energy is measured. It is the state projected by $\beta/2$, although the propagator in the estimator has length $\beta$.

## The bound in terms of energy weights

Write $H|n\rangle=E_n|n\rangle$, $w_n=|\langle n|T\rangle|^2$ and $\Delta_n=E_n-E_0$. I use sums for a discrete spectrum; for a continuous part the sum becomes an integral over the energy distribution of $|T\rangle$. Inserting the eigenstates gives

$$Z=\sum_n w_ne^{-\beta E_n},\qquad \langle T|He^{-\beta H}|T\rangle=\sum_n w_nE_ne^{-\beta E_n}.$$

Subtract $E_0$ from the ratio and cancel the common factor $e^{-\beta E_0}$:

$$E(\beta)-E_0=\frac{\sum_n w_n\Delta_ne^{-\beta\Delta_n}}{\sum_n w_ne^{-\beta\Delta_n}}\ge 0. \tag{3}$$

Every factor is non-negative. With the same state on both sides, the overlaps enter as squared moduli, and this is what secures the sign.

The bound does not require $|T\rangle$ to overlap the ground state, but for a discrete spectrum convergence to $E_0$ does. If the overlap vanishes, a discrete spectrum leads instead to the lowest energy present in $|T\rangle$. That limit is still an upper bound to $E_0$, though not a tight one.

## The slope

Differentiating the propagator gives $\frac{d}{d\beta}e^{-\beta H}=-He^{-\beta H}$. Therefore

$$Z'=-\langle T|He^{-\beta H}|T\rangle=-\langle\phi|H|\phi\rangle,$$

$$Z''=\langle T|H^2e^{-\beta H}|T\rangle=\langle\phi|H^2|\phi\rangle .$$

The last equality again moves half of the propagator through $H^2$. For $\beta>0$ these derivatives may be taken term by term: on any interval $0<\beta_1\le\beta\le\beta_2$, the functions $|E_n|^ke^{-\beta E_n}$ are bounded by a constant independent of $n$ and $\beta$, because $E_n\ge E_0$, and the weights $w_n$ sum to one.

The first relation gives $E=-Z'/Z$. By the quotient rule,

$$\frac{dE}{d\beta}=-\frac{Z''Z-(Z')^2}{Z^2}=-\frac{Z''}{Z}+\left(\frac{Z'}{Z}\right)^2 .$$

Now insert the two derivatives. The minus sign in $Z'$ disappears on squaring:

$$\frac{dE}{d\beta}=-\left[\frac{\langle\phi|H^2|\phi\rangle}{\langle\phi|\phi\rangle}-\left(\frac{\langle\phi|H|\phi\rangle}{\langle\phi|\phi\rangle}\right)^2\right]=-\mathrm{Var}_\phi(H).$$

To see that the bracket is non-negative, expand the squared norm of the residual $(H-E)|\phi\rangle$:

$$\frac{\|(H-E)\phi\|^2}{\langle\phi|\phi\rangle}=\frac{\langle\phi|H^2|\phi\rangle}{\langle\phi|\phi\rangle}-2E\,\frac{\langle\phi|H|\phi\rangle}{\langle\phi|\phi\rangle}+E^2=\frac{\langle\phi|H^2|\phi\rangle}{\langle\phi|\phi\rangle}-E^2 .$$

The last step uses (2). The slope thus vanishes only when $H|\phi\rangle=E|\phi\rangle$. Since projection multiplies each energy component by a positive number, $|\phi\rangle$ and $|T\rangle$ contain the same energies. A zero slope at finite $\beta$ therefore means that $|T\rangle$ was already an eigenstate, though not necessarily the ground state.

At $\beta=0$, a finite $\sum_n w_nE_n^2$ allows the limit $\beta\to0^+$ to be taken inside the sums. The slope then tends to minus the variance of $|T\rangle$, which is the derivative from the right.

Integrating (1) gives

$$E(0)-E(\beta)=\int_0^\beta \mathrm{Var}_{\phi(s)}(H)\,ds,\qquad |\phi(s)\rangle=e^{-sH/2}|T\rangle. \tag{4}$$

The energy gained by projection is the accumulated variance.

## Which length is called beta

One may instead specify the length $b$ applied to each side. Then $\beta=2b$, the state is $e^{-bH}|T\rangle$, and the chain rule gives

$$\frac{d}{db}E(2b)=2\,\frac{dE}{d\beta}\bigg|_{\beta=2b}=-2\,\mathrm{Var}(H),$$

with the variance taken in $e^{-bH}|T\rangle$. The factor of two comes from this definition alone. In the convention of these notes, the variance of the fully projected state $e^{-\beta H}|T\rangle$ is minus the slope at $2\beta$, not at $\beta$.

## How fast the energy falls

Let $|T\rangle$ have ground-state weight $w_0>0$, and let $D>0$ be the lowest excitation energy present in it. For a degenerate ground level, $w_0$ is the total weight in that level. In (3), each excited term obeys $e^{-\beta\Delta_n}\le e^{-\beta D}$, and the denominator is at least $w_0$. Since $\sum_nw_n\Delta_n=E(0)-E_0$,

$$0\le E(\beta)-E_0\le\frac{e^{-\beta D}}{w_0}\,[E(0)-E_0]. \tag{5}$$

The actual decay rate also follows from the slope. While $E(\beta)>E_0$,

$$r(\beta)\equiv-\frac{d}{d\beta}\ln[E(\beta)-E_0]=\frac{\mathrm{Var}_\phi(H)}{E(\beta)-E_0}. \tag{6}$$

To interpret it, let $p_n=w_ne^{-\beta\Delta_n}/\sum_mw_me^{-\beta\Delta_m}$ be the weights in the normalized half-projected state. The variance is unchanged by shifting all energies by $E_0$, so

$$r(\beta)=\frac{\sum_np_n\Delta_n^2}{\sum_np_n\Delta_n}-[E(\beta)-E_0].$$

The first term is an average excitation energy in which each level counts in proportion to $p_n\Delta_n$. High excitations can therefore set the early decay rate even when a lower one is present. At large $\beta$, for a discrete spectrum, the lowest excitation dominates the average and $r\to D$.

## A falling energy need not be convex

The slope is never positive, but it can become steeper before it flattens. Let $m_k=\langle\phi|H^k|\phi\rangle/\langle\phi|\phi\rangle$. Differentiating numerator and denominator gives

$$m_k'=-m_{k+1}+m_km_1 .$$

Since $E'=-(m_2-m_1^2)$,

$$E''=-m_2'+2m_1m_1'=(m_3-m_1m_2)+2m_1(-m_2+m_1^2).$$

Collecting terms,

$$E''=m_3-3m_1m_2+2m_1^3=\frac{\langle\phi|(H-E)^3|\phi\rangle}{\langle\phi|\phi\rangle}.$$

This third central moment can have either sign. For two levels separated by $\Delta$, with probability $p$ in the upper one, it equals

$$p(1-p)^3\Delta^3-(1-p)p^3\Delta^3=p(1-p)(1-2p)\Delta^3 .$$

For $p=0.9$ this is $0.9\times0.1\times(-0.8)\Delta^3=-0.072\,\Delta^3$. The variance first grows, as projection moves the state towards an even mixture, and then shrinks once the lower level dominates. An energy curve that steepens is thus compatible with correct projection, whereas an exact curve that rises is not.

## Worked example: a four-site Hubbard chain

Consider an open chain of four sites with two up and two down electrons,

$$H=K+V,\quad K=-t\sum_{j=1}^{3}\sum_\sigma(c^\dagger_{j\sigma}c_{j+1,\sigma}+\text{h.c.}),\quad V=U\sum_{j=1}^{4}n_{j\uparrow}n_{j\downarrow},$$

with $U=4t$. Energies are in units of $t$ and $\beta$ is in units of $1/t$. Each spin has six configurations, so the Hamiltonian is a $36\times36$ matrix. Its diagonalization gives $E_0=-1.953145\,t$ for this model.

The trial state is the ground determinant at $U=0$. The orbital energies are $-2t\cos(k\pi/5)$, and the two lowest, $k=1,2$, add up to $-2.236\,t$. Two spins contribute $-4.472\,t$.

The interaction energy needs the site densities. The orbital amplitudes are $\sqrt{2/5}\,\sin(kj\pi/5)$, and orbitals $k$ and $5-k$ have equal densities at every site. All four orbitals together give density one, so the lower two give $1/2$ per spin. The determinant factorizes between spins, and the interaction energy is $4\times4t\times\frac12\times\frac12=4t$. Hence

$$E(0)=-4.472\,t+4\,t=-0.472\,t .$$

The ground-state weight is $w_0=0.716$. The lowest excitation present in $|T\rangle$, counting weights above $10^{-10}$, is $D=1.358\,t$.

Matrix exponentials give the projected energies, and the residual norm of $|\phi\rangle$ gives the variances:

| $\beta t$ | $E/t$ | $(E-E_0)/t$ | $\mathrm{Var}_\phi/t^2$ |
|---|---|---|---|
| 0 | −0.472136 | 1.4810 | 6.7200 |
| 0.5 | −1.792270 | 0.16088 | 0.68742 |
| 1 | −1.932158 | 0.020987 | 0.081167 |
| 2 | −1.952362 | 0.00078352 | 0.0020007 |
| 4 | −1.953118 | 0.000027590 | 0.000037860 |

At $\beta=1/t$, a five-point finite difference of $E(\beta)$, with spacing $0.002/t$, gives a slope of $-0.081167\,t^2$. This is minus the half-projected variance in the table. The fully projected state $e^{-\beta H}|T\rangle$ has variance $0.002001\,t^2$, which is the entry at $\beta=2/t$. Differentiating instead with respect to the length per side, at $b=0.5/t$, gives $-0.16233\,t^2$, twice the slope in $\beta$.

For the integrated relation (4), the energy drop up to $\beta=2/t$ is

$$-0.472136\,t-(-1.952362\,t)=1.480226\,t .$$

Gauss–Legendre integration of the variance over the same interval also gives $1.480226\,t$.

The decay rate (6) shows which excitations are being removed. At $\beta=1/t$ it is $0.081167/0.020987=3.87\,t$, well above $D$. At $2/t$ it is $2.55\,t$, and at $4/t$ it is $1.37\,t$, close to $D=1.36\,t$. The trial state contains little of its lowest excitation. The denominator of (3) is at most one, so the weight $w_D$ of that level obeys $w_DDe^{-\beta D}\le E(\beta)-E_0$. At $\beta=4/t$ this gives $w_D\le 0.00002759\,e^{4\times1.358}/1.358<0.005$, out of a total excited weight $1-w_0=0.284$. Higher excitations therefore control the decay until they have been projected out. A value of $D$ read from the decay near $\beta=1/t$ would be far too large. Even the limiting rate $D$ is not the gap of $H$: two lower excited levels, at $0.540\,t$ and $1.094\,t$ above $E_0$, have no weight in $|T\rangle$ and do not appear in the decay.

The same fact makes the bound (5) loose here. At $\beta=4/t$ it allows an excess of $0.00906\,t$, while the actual excess is $0.0000276\,t$. The bound treats the whole initial excess as if it decayed at the slowest rate.

## Different states on the two sides

For a left state $|L\rangle$ different from $|T\rangle$, the mixed energy obeys

$$\frac{\langle L|He^{-\beta H}|T\rangle}{\langle L|e^{-\beta H}|T\rangle}-E_0=\frac{\sum_n\langle L|n\rangle\langle n|T\rangle\Delta_ne^{-\beta\Delta_n}}{\sum_n\langle L|n\rangle\langle n|T\rangle e^{-\beta\Delta_n}} .$$

The products of overlaps need not be positive, or even real. If they are all non-negative and the denominator is nonzero, the bound survives; otherwise it can fail.

A definite failure follows from reflecting the trial state. For a nondegenerate ground state, take

$$|L\rangle=2|0\rangle\langle0|T\rangle-|T\rangle .$$

Its ground-state overlap equals that of $|T\rangle$, and all its other overlaps have the opposite sign. The weights $w_n$ are unchanged, so both states have the same variational energy. Their mixed energy is nevertheless

$$E_{LT}(\beta)-E_0=-\frac{\sum_{n>0}w_n\Delta_ne^{-\beta\Delta_n}}{w_0-\sum_{n>0}w_ne^{-\beta\Delta_n}},$$

which is negative whenever the denominator is positive and $|T\rangle$ is not the ground state itself. In the Hubbard example at $\beta=1/t$, the result is $-1.97439\,t$, lying $0.0212\,t$ below $E_0$. Two states of equal quality, each with an energy above $E_0$, thus give a mixed energy below it.

## Finite time steps

Now replace $e^{-\beta H}$ by a product of short-time factors. Consider the symmetric step

$$P=e^{-\tau K/2}e^{-\tau V}e^{-\tau K/2},\qquad \beta=n\tau .$$

Reversing the order of the factors leaves $P$ unchanged, so it is Hermitian. For even $n$, placing $H$ in the middle gives

$$E_{\rm mid}=\frac{\langle T|P^{n/2}HP^{n/2}|T\rangle}{\langle T|P^n|T\rangle}\ge E_0,$$

because this is the expectation value in $P^{n/2}|T\rangle$. With $H$ at the end, the energy is

$$E_{\rm end}=\frac{\langle T|HP^n|T\rangle}{\langle T|P^n|T\rangle}.$$

In general $H$ does not commute with $P$ at finite $\tau$. It cannot be moved to the middle, and the proof of the bound no longer applies. The proof of the slope formula also fails, since it used the derivative of the exact propagator.

The sizes of the two errors differ as well. Let a projected state be proportional to $|0\rangle+\epsilon|\chi\rangle$, with $|\chi\rangle$ orthogonal to $|0\rangle$ and $\epsilon$ small. Since $(H-E_0)|0\rangle=0$, its expectation value exceeds $E_0$ by

$$\frac{\epsilon^2\langle\chi|H-E_0|\chi\rangle}{1+\epsilon^2\langle\chi|\chi\rangle},$$

which is second order in $\epsilon$. The matrix element with $\langle T|$ at the end differs from $E_0$ by

$$\frac{\epsilon\langle T|H-E_0|\chi\rangle}{\langle T|0\rangle+\epsilon\langle T|\chi\rangle},$$

which is in general first order and may have either sign.

For the Hubbard chain, take $\tau=0.1/t$ and $n=100$, so that $\beta=10/t$. By (5), the exact propagator would leave an excess below $2.7\times10^{-6}\,t$. With $K$ in the outer factors, as above, $E_{\rm mid}$ lies $0.00031\,t$ above $E_0$ and $E_{\rm end}$ lies $0.0205\,t$ above it. With $K$ and $V$ exchanged, $E_{\rm mid}$ lies $0.00044\,t$ above $E_0$, but $E_{\rm end}$ lies $0.0231\,t$ below it. These deviations are time-step errors, and the last one breaks the bound.

## What the result says about sampled energies

Equation (1) concerns exact expectation values. A finite Monte Carlo sample can fluctuate below $E_0$, or show a rise between neighbouring values of $\beta$, without contradicting it. A constraint imposed on the walkers to control a sign or phase problem changes the effective propagator. The argument then no longer applies as it stands, and an upper bound would need a separate proof.

Numbers in the example were calculated in double precision.
